# Singlet energy from a mixed-spin determinant and its triplet

## Definitions and conventions

An optically excited point defect often has two singly occupied orbitals, $a$ and $b$. A single determinant with one spin up and the other down is easy to compute, but it is not a singlet. These notes show how its energy and that of the triplet give the singlet energy, and when they do not.

All orbitals are real. The Hamiltonian $H$ is spin-free: it contains kinetic energy, the potential of fixed nuclei and the Coulomb repulsion, but no magnetic field and no spin-orbit or spin-spin coupling. It therefore commutes with $S^2$ and with

$$S_+=\sum_p c^\dagger_{p\uparrow}c_{p\downarrow},\qquad S_-=S_+^\dagger .$$

The mixed, or broken-symmetry, determinant is

$$\Phi=|\text{core}\;a{\uparrow}\;b{\downarrow}|,\qquad E_\text{mix}=\langle\Phi|H|\Phi\rangle .$$

Each core orbital holds two electrons, one of each spin, and is orthogonal to $a$ and $b$. At first $a$ and $b$ are also orthogonal to each other. The spin projection is $M=0$. Two-electron integrals are written $(pq|rs)$, with $p,q$ belonging to electron 1 and $r,s$ to electron 2. The Coulomb and exchange integrals are $J=(aa|bb)$ and $K=(ab|ab)$.

## The statement

Suppose $\Phi$ consists of a singlet part and a triplet part with weights $w_S=w_T=\tfrac12$, and nothing else. Then

$$\boxed{E_S=2E_\text{mix}-E_T}$$

where $E_S$ and $E_T$ are the energies of the normalised singlet and triplet parts of this same $\Phi$.

Two qualifications belong to the statement. Equal weights do not suffice unless they add to one. And $E_S$ is the expectation value for an open-shell singlet configuration, which in general is not an eigenvalue of $H$.

## Derivation

**No cross term.** Write $\Phi=\sqrt{w_S}\,\Psi_S+\sqrt{w_T}\,\Psi_T$ with normalised parts. The eigenvalue of $S^2$ is $0$ on $\Psi_S$ and $2$ on $\Psi_T$. Because $H$ and $S^2$ commute,

$$0=\langle\Psi_S|HS^2-S^2H|\Psi_T\rangle=(2-0)\langle\Psi_S|H|\Psi_T\rangle .$$

The matrix element between the two parts is therefore zero, and

$$E_\text{mix}=w_SE_S+w_TE_T. \tag{1}$$

**The weights.** Apply $S_+$ to $\Phi$. It cannot flip a core electron, since the up-spin place in that orbital is taken. It can only flip the electron in $b$:

$$S_+\Phi=|\text{core}\;a{\uparrow}\;b{\uparrow}|\equiv\Phi_\text{high}. \tag{2}$$

A second application gives zero, because no unpaired down spin is left. A part with $S\ge2$ and $M=0$ would survive two applications, so $\Phi$ has no such part. Next use $S^2=S_-S_++S_z(S_z+1)$. For $M=0$ the last term vanishes, and

$$\langle S^2\rangle=\langle\Phi|S_-S_+|\Phi\rangle=\|S_+\Phi\|^2=1 .$$

The decomposition gives $\langle S^2\rangle=0\cdot w_S+2w_T$. Hence $w_T=\tfrac12$ and $w_S=1-w_T=\tfrac12$.

**The triplet energy.** $S_+$ removes the singlet part, so $\Phi_\text{high}=\sqrt{w_T}\,S_+\Psi_T$. Since $H$ commutes with $S_+$,

$$\frac{\langle S_+\Psi_T|H|S_+\Psi_T\rangle}{\langle S_+\Psi_T|S_+\Psi_T\rangle}
=\frac{\langle\Psi_T|S_-S_+H|\Psi_T\rangle}{\langle\Psi_T|S_-S_+|\Psi_T\rangle}
=\frac{2E_T}{2}=E_T .$$

Here $S_-S_+$ acts to the left on $\Psi_T$ and gives $2$. The triplet energy is thus that of a single determinant with parallel spins, built from the same orbitals.

**Result.** With equal weights, (1) reads $E_\text{mix}=\tfrac12(E_S+E_T)$. Multiplying by two and subtracting $E_T$ gives the boxed relation.

## The same result from integrals

Let $\varepsilon_a$ and $\varepsilon_b$ be the one-electron energies in the field of the nuclei and the closed core. That field is the same for both spins. Exchange acts only between parallel spins, so

$$E_\text{mix}=E_\text{core}+\varepsilon_a+\varepsilon_b+J,\qquad
E_T=E_\text{core}+\varepsilon_a+\varepsilon_b+J-K .$$

Therefore $E_\text{mix}-E_T=K$, and

$$E_S=E_\text{mix}+K,\qquad E_S-E_T=2K .$$

The mixed energy lies midway between the two. If it is taken for the singlet energy, the excitation energy is too low by $K$.

## Open orbitals that overlap

When up-spin and down-spin orbitals are optimised separately, $a$ and $b$ need not be orthogonal. Let $s=\langle a|b\rangle$, both orbitals normalised and the core still closed. Equation (2) holds, but $\Phi_\text{high}$ now has squared norm $1-s^2$, the determinant of the $2\times2$ overlap matrix. Hence

$$\langle S^2\rangle=1-s^2,\qquad w_T=\frac{1-s^2}{2},\qquad w_S=\frac{1+s^2}{2}.$$

Solving (1) for $E_S$, with $w_T=\langle S^2\rangle/2$, gives

$$E_S=\frac{E_\text{mix}-w_TE_T}{1-w_T}=\frac{2E_\text{mix}-\langle S^2\rangle E_T}{2-\langle S^2\rangle}. \tag{3}$$

$E_T$ is the energy of $\Phi_\text{high}$ after normalisation. Using the equal-weight formula regardless gives

$$2E_\text{mix}-E_T=(1+s^2)E_S+(1-s^2)E_T-E_T=E_S+s^2(E_S-E_T). \tag{4}$$

The error is second order in the overlap and proportional to the splitting. As $s\to1$ the determinant becomes a closed-shell singlet; then $\langle S^2\rangle\to0$ and (3) correctly returns $E_S=E_\text{mix}$.

## Where the premises fail

**A spin-polarised core.** If core orbitals differ between the spins, a quintet part can enter. Let $w_S=w_T=w$ and $w_Q=1-2w$. Then $E_\text{mix}=w(E_S+E_T)+w_QE_Q$, and

$$2E_\text{mix}-E_T-E_S=(2w-1)(E_S+E_T)+2w_QE_Q=w_Q(2E_Q-E_S-E_T).$$

A four-electron model with random integrals was tuned to $w_S=w_T=0.4754$, leaving $w_Q=0.0493$. The formula then missed the singlet energy by $-0.74$ eV. The size belongs to that artificial Hamiltonian; the point is that equal weights alone did not save the formula. Nor does $\langle S^2\rangle=1$ prove that the weights are equal: with a quintet present $\langle S^2\rangle=2w_T+6w_Q$, which equals one whenever $w_T=\tfrac12-3w_Q$.

A polarised core also breaks equation (2), and it does so at lower order. Let the down-spin core orbital be $\cos\theta\,c+\sin\theta\,x$, with $c$ the up-spin core orbital, $x$ an empty orbital and $s=0$. $S_+$ can now flip the core electron as well, which adds $\sin\theta\,|c{\uparrow}\,x{\uparrow}\,a{\uparrow}\,b{\downarrow}|$ to $S_+\Phi$. This determinant couples to $|c{\uparrow}\,c{\downarrow}\,a{\uparrow}\,b{\uparrow}|$ through the integral $(cb|bx)$. The determinant with only $b$ flipped therefore misses the energy of the triplet part by $\pm2\theta\,(cb|bx)$, which is first order in $\theta$, whereas $w_Q\approx\theta^2/6$ and $\langle S^2\rangle-1\approx\theta^2$ are second order. A tiny quintet weight does not guarantee a tiny error.

**A spin-dependent Hamiltonian.** Add a staggered field $f(S_{z,a}-S_{z,b})$. Its expectation value is $f(\tfrac12+\tfrac12)=f$ in $\Phi$ and zero in $\Phi_\text{high}$. It is also zero in the singlet part, which contains $a{\uparrow}b{\downarrow}$ and $b{\uparrow}a{\downarrow}$ equally. The formula is then wrong by $2f$. For $f=0.1$ eV the computed error is $0.2$ eV.

**Different geometries.** All energies must refer to the same nuclear positions $R$. If the relation holds at every $R$, differentiation gives the singlet force $F_S=2F_\text{mix}-F_T$. The minimum of the mixed energy is therefore not in general that of the singlet. For two parabolas of equal curvature $k$ with minima at $q_\text{mix}$ and $q_T$,

$$F_S=-2k(q-q_\text{mix})+k(q-q_T)=-k(q-2q_\text{mix}+q_T),$$

so the singlet minimum lies at $2q_\text{mix}-q_T$.

## Approximate density functionals

The derivation needs $E_\text{mix}$ and $E_T$ to be expectation values of one Hamiltonian. An approximate functional evaluated on spin densities does not provide that. With fixed orbitals the mixed and parallel determinants have the same total density, so their kinetic, external and Hartree energies agree. Their difference comes wholly from exchange and correlation, and nothing forces an approximate functional to return $K$.

H$_2$ at a bond length of 0.074 nm shows the effect. Take $a=\sigma_g$ and $b=\sigma_u$ from a closed-shell Hartree-Fock calculation in the cc-pVDZ basis, and keep them fixed. Inversion symmetry forbids mixing between $\sigma_g\sigma_u$ and the closed-shell configurations $\sigma_g^2$ and $\sigma_u^2$, so the open-shell singlet is an eigenstate within this two-orbital space. The Hartree-Fock energy expression reproduces its energy through the boxed relation, with a splitting $2(E_\text{mix}-E_T)=3.05$ eV. PBE on the same spin densities gives 1.68 eV, which is 45% less. Both numbers depend strongly on the basis, because the empty Hartree-Fock $\sigma_u$ orbital grows diffuse as the basis is enlarged: the pair is 2.25 and 1.28 eV in cc-pVTZ, 0.30 and 0.28 eV in aug-cc-pVDZ, and 0.20 and 0.23 eV in aug-cc-pVTZ, so neither the size nor the sign of the difference is general. The first number is a two-orbital result, not a measured splitting, so the difference is not the error of PBE against experiment. It shows that with this functional the relation is an approximation to be judged by its results.

## Worked example: a carbon pair in hBN

**Model.** The neutral carbon dimer in hBN replaces a neighbouring boron and nitrogen atom by carbon. Keep two $p_z$ orbitals and two electrons. Site 1 is carbon on the nitrogen site, with energy $-\Delta/2$; site 2 is carbon on the boron site, with energy $+\Delta/2$. The hopping element is $-t$, and the repulsion is $U$ on one site and $V$ between sites. Rough round values are $\Delta=2.5$ eV, $t=1.8$ eV, $U=5.0$ eV, $V=3.5$ eV and a separation of 0.14 nm.

**Orbitals.** The one-electron gap is

$$G=\sqrt{\Delta^2+4t^2}=\sqrt{6.25+12.96}=4.383\ \text{eV}.$$

With $\cos\varphi=\Delta/G$ and $\sin\varphi=2t/G$, the eigenorbitals are

$$a=(\cos\tfrac\varphi2,\ \sin\tfrac\varphi2),\qquad b=(-\sin\tfrac\varphi2,\ \cos\tfrac\varphi2).$$

The lower orbital has weight $\cos^2(\varphi/2)=0.785$ on site 1.

**Integrals.** The products are $a_1b_1=-\tfrac12\sin\varphi$ and $a_2b_2=+\tfrac12\sin\varphi$. Therefore

$$K=\frac{\sin^2\varphi}{4}(2U-2V)=\frac{2t^2(U-V)}{\Delta^2+4t^2}=\frac{6.48\times1.5}{19.21}=0.506\ \text{eV}.$$

For $J$, the two same-site terms carry total weight $\tfrac12\sin^2\varphi$ and the inter-site terms carry the rest:

$$J=\tfrac12\sin^2\varphi\,U+(1-\tfrac12\sin^2\varphi)V=V+K .$$

The one-electron energies $\mp G/2$ cancel in the sum, so $E_\text{mix}=V+K=4.006$ eV and $E_T=J-K=V=3.500$ eV. The singlet follows:

$$E_S=2(4.006)-3.500=4.512\ \text{eV}.$$

The model's full ground state lies at 0.020 eV. Relative to it, the triplet is at 3.48 eV, the mixed determinant at 3.99 eV and the singlet at 4.49 eV (276 nm). Using the mixed energy as the singlet energy would cost 0.51 eV.

**Limits.** For $t\to0$ at fixed $\Delta>0$ the orbitals sit on separate sites, $K\to0$, and singlet and triplet become degenerate. For $\Delta=0$ the splitting $2K$ reaches $U-V$.

**Configuration mixing.** Full diagonalisation puts the excited singlet 12 meV above $E_S$, with 97.5% open-shell weight. So $E_S$ is not an upper bound for this excited state. The small shift can be traced. The open-shell singlet couples to $a^2$ and $b^2$ with elements of equal size and opposite sign,

$$g=\frac{(U-V)\sin\varphi\cos\varphi}{\sqrt2}=0.497\ \text{eV}.$$

These configurations lie 4.40 eV below and 4.36 eV above it, so their second-order shifts nearly cancel. They are also coupled to each other by $K$, which gives a third-order shift

$$\frac{2(-g)(K)(g)}{(4.40)(-4.36)}\approx+0.013\ \text{eV},$$

close to the full result. The reference state matters more: the ground state lies 0.09 eV below the closed-shell determinant $a^2$. Measured from that determinant, the singlet excitation would be 4.40 eV.

**Self-consistent orbitals.** Now make the mixed determinant stationary. Each electron feels only the other, so the two see different fields. The electron in $b$ sees the site difference $\Delta-(U-V)(a_1^2-a_2^2)$, reduced because $a$ favours site 1. The electron in $a$ sees an increased difference, because $b$ favours site 2. Eigenvectors of different matrices need not be orthogonal, and here $|s|=0.153$ and $\langle S^2\rangle=0.9765$. With energies above the ground state, the equal-weight formula gives

$$2(4.0041)-3.4796=4.529\ \text{eV},$$

while (3) gives

$$\frac{2(4.0041)-0.9765(3.4796)}{2-0.9765}\approx4.504\ \text{eV}.$$

With unrounded inputs the two values are 4.5286 and 4.5044 eV. Their difference of 24 meV agrees with (4): $0.0235\times1.025$ eV. The triplet energy is unchanged, because two orbitals hold only one spatial triplet. The corrected value is within 1 meV of full diagonalisation; nothing here shows that such agreement is general.

## The model beside the real defect

The optical transition attributed to the carbon dimer lies roughly at 4 eV, and the parameters were chosen to fall in that regime, so the similarity is no prediction. The real defect breaks the assumption of a rigid lattice. With a rough Huang-Rhys factor of 1 and a phonon energy of 0.2 eV, relaxation lowers the singlet from 4.49 to about 4.3 eV. Screening enters through $U-V$: at fixed $\Delta$ and $t$, a change of 0.1 eV there moves the splitting by 0.07 eV. Coupling to the host bands is left out and has not been sized.

The magnetic dipole coupling between the two spins is small; spin-orbit coupling has not been sized. A point-dipole estimate at 0.14 nm splits the triplet by 0.12 meV, negligible beside the 1.01 eV singlet-triplet splitting. At 300 K the Boltzmann factor of the singlet relative to one triplet sublevel is about $10^{-17}$, so heat does not populate the singlet from the triplet. Light can populate it from the ground state, which is also a singlet.

For a calculation on a real defect, these results suggest an order of checks. Compute both determinants at one geometry and from the same orbitals, and inspect the overlap of the open orbitals and the polarisation of the core. For a closed core, use (3) when $s^2(E_S-E_T)$ exceeds the accuracy sought. A slightly polarised core adds an error of first order in the core rotation, which (3) does not remove and which a value of $\langle S^2\rangle$ close to $1-s^2$ does not bound; it can exceed the overlap correction and has to be sized separately. If the core is strongly polarised, neither formula is justified. With an approximate functional, the splitting itself needs a separate check against a wavefunction method.

## Table of computed values

```
TWO-SITE MODEL, ROUGH CARBON DIMER IN hBN
site-energy difference: 2.50 eV
hopping: 1.80 eV
on-site repulsion U: 5.00 eV
inter-site repulsion V: 3.50 eV
site separation: 0.14 nm
one-electron level gap: 4.3829 eV
weight of lower orbital on lower site: 0.7852
exchange integral K: 0.5060 eV
model ground state, absolute: 0.0204 eV
E_mix, absolute: 4.0060 eV
E_T, absolute: 3.5000 eV
E_S = 2 E_mix - E_T, absolute: 4.5120 eV
E_mix above ground: 3.9856 eV
E_T above ground: 3.4796 eV
E_S above ground: 4.4916 eV
vacuum wavelength of E_S above ground: 276.0 nm
singlet-triplet splitting: 1.0120 eV
full excited singlet above ground: 4.5037 eV
full singlet minus E_S: 12.076 meV
open-shell weight in full singlet: 0.9753
ground state minus closed-shell determinant: -0.0907 eV
SELF-CONSISTENT EXCITED DETERMINANT
open-orbital overlap, magnitude: 0.1534
expectation of S squared: 0.9765
mixed energy above ground: 4.0041 eV
equal-weight formula above ground: 4.5286 eV
weight-corrected singlet above ground: 4.5044 eV
error of equal-weight formula: 24.12 meV
NEGLECTED EFFECTS
Huang-Rhys factor, rough input: 1.0
phonon energy, rough input: 0.2 eV
lattice relaxation: 0.20 eV
dipolar triplet splitting: 0.118 meV
temperature: 300 K
thermal energy: 0.0259 eV
singlet/triplet Boltzmann factor: 1.0e-17
LIMITS OF THE FORMULA, RANDOM FOUR-ELECTRON MODEL
singlet weight with polarised core: 0.4754
triplet weight with polarised core: 0.4754
quintet weight with polarised core: 0.0493
formula error with quintet part: -0.7445 eV
formula error in 0.1 eV staggered field: 0.2000 eV
H2, cc-pVDZ, FIXED RHF ORBITALS
bond length: 0.074 nm
2(E_mix - E_T), Hartree-Fock expression: 3.048 eV
2(E_mix - E_T), PBE: 1.682 eV
```
